# Harmonic face permeances for steady gas flux through laminates

## A tight layer in three cells

Take three equal cells of width \(h\) in series. The outer two have permeability \(P\), the middle one \(p\). With a gas activity difference \(\Delta a\) across the stack, the flux is \(\Delta a/R\), where the resistances add:

\[
R=\frac{2h}{P}+\frac hp .
\]

As \(p\to0\) the flux vanishes, as it must when one layer is impermeable.

Now give each of the two inner faces the arithmetic mean \((P+p)/2\) over the centre-to-centre distance \(h\). The outer half-cells contribute \(h/(2P)\) each, so

\[
R_{\rm A}=2\,\frac{h}{2P}+2\,\frac{2h}{P+p}\;\longrightarrow\;\frac{5h}{P}\qquad(p\to0).
\]

Gas now passes through an impermeable layer. The middle cell touches the rest of the mesh through two faces, and at each of them the large permeability dominates the mean. The series rule cures this on any mesh, even or uneven, whose cell faces include the layer interfaces. The arithmetic mean overestimates transmission in general if it carries the right width weights; without them the error can have either sign.

## Continuous problem

Layer \(k\) has thickness \(L_k\), diffusivity \(D_k\) and solubility \(S_k\), all constant. The gas does not react, flow is along \(x\) only, and sorption follows Henry's law, \(c=Sa\). Here \(a\) is the partial pressure divided by 1 bar. In the worked example \(S\) and \(P\) are quoted per bar, and the same number \(a\) then stands for the partial pressure in bar. At an interface the two materials are in local equilibrium, so \(a\) is continuous while \(c\) jumps wherever \(S\) does. Within a layer Fick's law gives

\[
J=-D\frac{\partial c}{\partial x}=-P\frac{\partial a}{\partial x},\qquad P=DS,
\]

and conservation of gas gives

\[
S\frac{\partial a}{\partial t}=\frac{\partial}{\partial x}\!\left(P\frac{\partial a}{\partial x}\right).
\]

In the steady state \(J\) is the same everywhere, so \(a\) falls linearly by \(JL_k/P_k\) across layer \(k\). Adding the drops,

\[
J=\frac{a_{\rm in}-a_{\rm out}}{R},\qquad R=\sum_k\frac{L_k}{P_k}. \tag{1}
\]

Solubility enters the steady flux through \(P\) alone.

## The scheme

Number the cells \(i=1,\dots,N\), with widths \(h_i\) and activities \(a_i\) at their centres. Integrating the conservation law over a cell, with the stored gas approximated by \(S_ih_ia_i\), gives

\[
S_ih_i\frac{da_i}{dt}=G_{i-1/2}(a_{i-1}-a_i)-G_{i+1/2}(a_i-a_{i+1}). \tag{2}
\]

To find the permeance \(G\) of a face, let \(l\) and \(r\) denote the cells on its left and right and \(a_f\) the activity on it. The same flux crosses both half-cells:

\[
J=\frac{2P_l}{h_l}(a_l-a_f)=\frac{2P_r}{h_r}(a_f-a_r).
\]

Solve each equality for its activity difference and add the two; \(a_f\) cancels:

\[
a_l-a_r=J\left(\frac{h_l}{2P_l}+\frac{h_r}{2P_r}\right),\qquad
\frac1{G}=\frac{h_l}{2P_l}+\frac{h_r}{2P_r}. \tag{3}
\]

For equal widths \(G=P_{\rm H}/h\), with the harmonic mean \(P_{\rm H}=2P_lP_r/(P_l+P_r)\). At the outer surfaces a single half-cell remains, so \(G_{1/2}=2P_1/h_1\) and \(G_{N+1/2}=2P_N/h_N\), with \(a_0=a_{\rm in}\) and \(a_{N+1}=a_{\rm out}\).

**Exactness.** Let every interface lie on a cell face. Sample the continuous steady solution at the cell centres. Between neighbouring centres it drops by \(J\) times the bracket in (3), so each face carries \(G(a_l-a_r)=J\), and the right side of (2) is zero in every cell. The samples therefore solve the discrete equations. They are the only solution: if \(K\) is the matrix of the steady equations, then

\[
\mathbf a^{T}K\mathbf a=G_{1/2}a_1^2+\sum_{i=1}^{N-1}G_{i+1/2}(a_i-a_{i+1})^2+G_{N+1/2}a_N^2 ,
\]

which vanishes only for \(\mathbf a=0\), so \(K\) is symmetric, positive definite and invertible. Flux and cell-centre activities are thus exact, apart from rounding, even with one cell per layer. The proof needs \(P\) constant within each cell; if \(P\) depends on \(a\), it no longer applies.

## What the arithmetic mean loses

Any choice of face permeances puts the faces in series, so the steady flux is \((a_{\rm in}-a_{\rm out})/\sum G^{-1}\), and errors can be counted as resistance. Let \(d=(h_l+h_r)/2\) and weight each permeability by its own cell width:

\[
P_{\rm A}=\frac{h_lP_l+h_rP_r}{h_l+h_r},\qquad
\frac1{G_{\rm A}}=\frac d{P_{\rm A}}=\frac{(h_l+h_r)^2}{2(h_lP_l+h_rP_r)} .
\]

The correct face resistance (3) is \((h_lP_r+h_rP_l)/(2P_lP_r)\). The lost resistance is the difference

\[
\delta=\frac{(h_lP_r+h_rP_l)(h_lP_l+h_rP_r)-P_lP_r(h_l+h_r)^2}{2P_lP_r(h_lP_l+h_rP_r)} .
\]

The first product expands to \((h_l^2+h_r^2)P_lP_r+h_lh_r(P_l^2+P_r^2)\). Subtracting \(P_lP_r(h_l^2+2h_lh_r+h_r^2)\) leaves \(h_lh_r(P_l-P_r)^2\), so

\[
\delta=\frac{h_lh_r(P_l-P_r)^2}{2P_lP_r(h_lP_l+h_rP_r)}\ \ge 0. \tag{4}
\]

Equality holds only for \(P_l=P_r\). One interface between unequal permeabilities is therefore enough to make the magnitude of the flux too large:

\[
\frac{J_{\rm A}}{J}=\frac{R}{R-\sum\delta}>1 .
\]

On a uniform mesh \(P_{\rm A}\) is the ordinary mean, and \(\delta=h(P_l-P_r)^2/[2P_lP_r(P_l+P_r)]\). The number of interfaces is fixed, so the error in \(R\) is proportional to \(h\).

Two limits show when this matters. For weak contrast, \(P_r=P_l(1+\varepsilon)\), the loss is \(\delta\approx h\varepsilon^2/(4P_l)\), second order in the contrast. For a barrier cell \(P_b\) beside a far more permeable one, \(\delta\approx h/(2P_b)\): half the barrier cell disappears. A barrier of resistance \(R_b\) inside the laminate, divided into \(n\) uniform cells, has two such interfaces and loses about \(R_b/n\). Hence

\[
\frac{J_{\rm A}}{J}\approx\frac{R}{R-R_b/n}\approx\frac{n}{n-1}\qquad(n\ge2), \tag{5}
\]

where the second form also requires \(R_b\approx R\). With \(n=1\) almost all of the barrier's resistance is lost, and the flux is limited by the permeabilities of the other layers. A barrier on an outer surface has one interface and loses \(R_b/(2n)\), so a dominant barrier of one cell then gives about twice the true flux.

## Other means on uneven meshes

Let a face use some other mean \(X\), with \(G_X=X/d\). Linear interpolation of \(P\) between the two centres gives, at the face,

\[
P_{\rm lin}=\frac{h_rP_l+h_lP_r}{h_l+h_r}.
\]

The nearer centre, that of the narrower cell, has the larger weight, which is opposite to \(P_{\rm A}\). In these terms (3) reads

\[
G=\frac{2P_lP_r}{h_lP_r+h_rP_l}=\frac1d\,\frac{P_lP_r}{P_{\rm lin}} .
\]

So \(X\) overestimates the face permeance when \(XP_{\rm lin}>P_lP_r\) and underestimates it when the inequality is reversed. Interpolation itself, \(X=P_{\rm lin}\), overestimates only if \(P_{\rm lin}\) exceeds the geometric mean \(\sqrt{P_lP_r}\).

The unweighted mean can also fail low. Take two cells with \(h=(1,\,0.02)\), \(P=(10,\,1)\) and unit activity difference. The exact resistance is \(0.1+0.02=0.12\), so \(J=8.33\). The unweighted mean is 5.5, and the resistance becomes \(0.05+0.51/5.5+0.01=0.1527\), so \(J=6.55\). Here \(XP_{\rm lin}=5.5\times1.18=6.5\), below \(P_lP_r=10\), as the criterion requires.

## Worked laminate

Oxygen passes from air, \(a_{\rm in}=0.21\), through PET, silicon oxide and polyethylene (PE) into an oxygen-free package, \(a_{\rm out}=0\). Permeability is in cm³(STP) µm m⁻² day⁻¹ bar⁻¹, resistance in m² day bar cm⁻³ and flux in cm³(STP) m⁻² day⁻¹.

| Layer | \(L\) (µm) | \(P\) | \(L/P\) |
|---|---|---|---|
| PET | 12 | 1300 | 0.00923 |
| oxide | 0.05 | 0.08 | 0.625 |
| PE | 50 | 180000 | 0.00028 |

The sum is \(R=0.6345\), and \(J=0.21/0.6345=0.331\), or \(1.7\times10^{-10}\) mol m⁻² s⁻¹. The polymers supply 1.5 % of \(R\). The activity is still 0.207 at the PET/oxide interface and \(9\times10^{-5}\) at the oxide/PE interface.

On a uniform mesh with \(n\) cells in the oxide, the harmonic scheme returns 0.331 each time. The arithmetic mean gives:

| \(n\) | total cells | \(J_{\rm A}\) | \(J_{\rm A}/J\) |
|---|---|---|---|
| 1 | 1241 | 21.95 | 66.3 |
| 2 | 2482 | 0.652 | 1.97 |
| 5 | 6205 | 0.412 | 1.25 |
| 10 | 12410 | 0.367 | 1.11 |

For \(n=2\), (5) predicts \(0.6345/(0.6345-0.3125)=1.97\). An error of 1 % would need about a hundred cells in the oxide, hence over a hundred thousand in this uniform mesh.

With one cell per layer the harmonic result is again 0.331. The width-weighted mean gives 22.0 and the unweighted mean 14.7, but linear interpolation gives 0.169, about half the true flux. At the PET/oxide face \(P_{\rm lin}=(0.05\times1300+12\times0.08)/12.05=5.5\), below the geometric mean 10.2. That face receives the resistance \(6.025/5.47=1.10\), more than the whole laminate has. The oxide/PE face errs the other way, but cannot make up for it.

## Algorithm and cost

```
input: L[k], P[k], S[k], cells per layer, a_in, a_out
split each layer into whole cells -> h[i], P[i], S[i]
G[0] = 2*P[1]/h[1];  G[N] = 2*P[N]/h[N]
for i = 1 .. N-1:
    G[i] = 1/(h[i]/(2*P[i]) + h[i+1]/(2*P[i+1]))
steady flux: J = (a_in - a_out) / sum(1/G)
K: diagonal G[i-1]+G[i], off-diagonal -G[i]
b = 0;  b[1] += G[0]*a_in;  b[N] += G[N]*a_out
steady profile: solve K a = b
time step: solve (M/dt + K) a_new = M a_old/dt + b
           with M = diag(S[i]*h[i])
```

Here `G[i]` is the face between cells \(i\) and \(i+1\). The steady flux needs no matrix, only the sum; the tridiagonal system serves profiles and transients. Elimination takes a fixed number of operations per cell, so time and memory grow as \(N\).

Rounding deserves care if the flux is taken from the profile. In the first half-cell the drop \(a_{\rm in}-a_1=Jh/(2P)\) may be tiny: for \(h=0.005\) µm in the PET it is \(0.331\times0.0025/1300=6\times10^{-7}\), against activities of 0.21, so more than five digits cancel. At the downstream face \(a_{\rm out}=0\) and there is no subtraction, but the solved activity \(a_N\) itself carries rounding error from the matrix solution, so the flux there need not be more accurate. The sum over `1/G` avoids both problems.

## Time steps and start-up

The implicit step is stable for any \(\Delta t>0\). Since \(K\) is positive definite and \(M\) is a positive diagonal matrix, the modes \(K\mathbf v=\lambda M\mathbf v\) have \(\lambda>0\), and each step multiplies a mode by \(1/(1+\lambda\Delta t)<1\). An explicit step keeps all coefficients non-negative, and so stays bounded, if

\[
\Delta t\le\frac{S_ih_i}{G_{i-1/2}+G_{i+1/2}}\quad\text{for all }i .
\]

Inside a uniform layer the right side is \(h^2/(2D)\). For PE, with \(D=46\) µm² s⁻¹ and \(h=0.05\) µm, it is \(3\times10^{-5}\) s. In a cell at an outer surface one face is only half a cell from the boundary value, and the bound for non-negative coefficients drops to \(h^2/(3D)\), here \(1.8\times10^{-5}\) s. This bound is sufficient for stability, not necessary. In such a cell the row of \(M^{-1}K\) has diagonal \(3D/h^2\) and off-diagonal magnitude \(D/h^2\), so Gershgorin's theorem still gives \(\lambda\le4D/h^2\) in a uniform layer, and the step stays stable up to \(h^2/(2D)\).

The time to reach steady flux is measured by the time lag \(\theta\). Start with an empty laminate and \(a_{\rm out}=0\). Let \(w(x)\) be the fraction of \(R\) lying upstream of \(x\), so that \(w'=1/(RP)\), with \(w=0\) upstream and \(w=1\) downstream. Multiply the diffusion equation by \(w\) and integrate by parts:

\[
\frac{d}{dt}\int Swa\,dx=\Big[wP\frac{\partial a}{\partial x}\Big]-\int w'P\frac{\partial a}{\partial x}\,dx
=-J_{\rm out}(t)+\frac{a_{\rm in}}R .
\]

The last term is the steady flux \(J\). If \(Q(t)\) is the gas released downstream, integration in time gives \(Q=Jt-\int Swa\,dx\). At late times \(a\to a_{\rm in}(1-w)\), so \(Q\to J(t-\theta)\) with

\[
\theta=R\int Sw(1-w)\,dx . \tag{6}
\]

For one layer \(R=L/P\) and the integral is \(SL/6\), which gives \(\theta=L^2/(6D)\).

The scheme obeys the same identity. The cell values \(w_i\) are exact and satisfy \(K\mathbf w=G_{N+1/2}\mathbf e_N\), where \(\mathbf e_N\) is the unit vector of the last cell. Therefore \(\mathbf w^TK\mathbf a=G_{N+1/2}a_N=J_{\rm out}\), while \(w_1G_{1/2}=1/R\). Multiplying (2) by \(w_i\) and summing gives

\[
\frac{d}{dt}\sum_iS_ih_iw_ia_i=J-J_{\rm out},\qquad
\theta_h=R\sum_iS_ih_iw_i(1-w_i).
\]

This is the midpoint rule for (6). In a cell \(w(1-w)\) is quadratic with second derivative \(-2w'^2\), so the midpoint rule exceeds the integral by \(w'^2h^3/12\). With \(w'=1/(RP)\),

\[
\theta_h-\theta=\sum_i\frac{S_ih_i^3}{12RP_i^2} ,
\]

which is second order in \(h\). For the dimensionless laminate \(L=(1,0.5,2)\), \(P=(3,0.2,1)\), \(S=(0.5,2,1)\), time marching with \(h=0.1\) and \(0.05\) gave errors of \(4.66\times10^{-3}\) and \(1.17\times10^{-3}\) in \(\theta=2.485\), a ratio of 4.

For the packaging laminate, with \(S=0.08\), 0.01 and 0.045 cm³(STP) cm⁻³ bar⁻¹, the lag is about 7 minutes. This holds for a film that starts free of oxygen. A film stored in air also comes within 1 % of the steady flux in less than half an hour, but it first releases gas already dissolved in it. With \(a=a_{\rm in}\) throughout at the start, the same integration gives \(Q\to Jt+a_{\rm in}\int Sw^2\,dx\). The extra term is about 0.47 cm³(STP) m⁻², nearly all from the PE, and equals 1.4 days of steady flux. For such a film \(Jt\) alone describes the total only when storage lasts much longer than that.

## Failure modes

**Interfaces inside cells.** Suppose \(P\) is sampled at cell centres on a uniform mesh that ignores the interfaces. With 500 cells no centre falls in the oxide, and the flux is 66.5 times too large. With 1000 cells one does, and the oxide is treated as 0.062 µm thick instead of 0.05 µm; the flux is 0.81 of the true value. Both runs used harmonic faces, so the fault lies in the cell values. The remedy is to average resistance within each cell:

\[
\frac{h_i}{P_i}=\int_{\text{cell }i}\frac{dx}{P(x)} .
\]

The face resistances again sum to \(\sum h_i/P_i=R\), and both meshes then give the exact flux. In a mixed cell, however, \(a_i\) is the activity at the point where half the cell's resistance has been passed, which need not be its centre.

**Concentration as a continuous unknown.** Replacing \(P\) by \(D\) and \(a\) by a continuous \(c\) gives \((S_{\rm PET}a_{\rm in}-S_{\rm PE}a_{\rm out})/\sum(L_k/D_k)\). For the example this is 2.40 instead of 0.331. With air on both sides it still gives 1.05, a steady flux between two reservoirs in equilibrium.

**Flow that is not one-dimensional.** Oxide coatings have pinholes. Consider a hole of radius \(r\) in an impermeable plane, fed from a polymer half-space at total rate \(q\). Try the flux density \(q/(2\pi r\sqrt{r^2-\rho^2})\) at radius \(\rho\), whose integral over the disc is \(q\). Flow \(dq\) drawn from a point on the plane lowers the activity at distance \(s\) by \(dq/(2\pi Ps)\), because it spreads over a hemisphere. To find the drop at any point of the disc, use polar coordinates about that point: the area element \(s\,ds\,d\phi\) cancels the \(1/s\). Along a chord of half-length \(\ell\), with \(t\) measured from its midpoint, \(r^2-\rho^2=\ell^2-t^2\), and \(\int_{-\ell}^{\ell}dt/\sqrt{\ell^2-t^2}=\pi\) for every chord. The chords turn through an angle \(\pi\), so the drop is

\[
\frac{q}{2\pi r}\,\frac{\pi^2}{2\pi P}=\frac{q}{4Pr}
\]

at every point. The trial flux density is therefore that of a disc at uniform activity, which suits a hole filled with the far more permeable PE, and the access permeance is \(4Pr\).

For \(r=0.5\) µm and PET this is 2600 cm³ µm² m⁻² day⁻¹ bar⁻¹ per hole. The PE side and the PE filling of the hole reduce it by about 1 %, while the finite 12 µm thickness of the PET, ignored in the half-space formula, raises it by about 2 %. At 100 holes per mm² (\(10^{-4}\) µm⁻²) the added permeance is 0.26 cm³ m⁻² day⁻¹ bar⁻¹, 16 % of the oxide's 1.6, and the flux rises by about the same fraction.

## Beside real packaging film

The layer properties are rough typical values. They give bare 12 µm PET a transmission of about 110 cm³ m⁻² day⁻¹ bar⁻¹, and an oxide coating brings it to the order of 1, the right range for transparent barrier films. The oxide permeability is an effective value for a coating with defects, not a property of dense silica; its solubility is a guess, which affects the lag and the false concentration result but not \(J\). Lateral uniformity is also open to doubt. If pinholes of 0.5 µm radius carried all the flux assigned to the oxide, about 600 per mm² would suffice (620 by the half-space formula), about 40 µm apart. That exceeds the PET thickness, so the flow in the PET would not be one-dimensional, and since the access permeance is proportional to the polymer's \(P\), the fitted oxide value could not be carried over to another substrate. Temperature matters more than the 16 % above: with an assumed activation energy of 0.30 eV in all layers, warming from 296 to 306 K multiplies the flux by 1.47. The harmonic scheme removes the discretisation error from the steady flux; these uncertainties in the model remain. The full figures are in the numerical output.

## Values computed for the example and the checks

```
Units: P cm3(STP) um/(m2 day bar); J cm3(STP)/(m2 day)
PET: L=12 um, P=1300, S=0.08 cm3/(cm3 bar)
  D=0.188 um2/s, L/P=0.009231 m2 day bar/cm3
oxide: L=0.05 um, P=0.08, S=0.01 cm3/(cm3 bar)
  D=9.26e-05 um2/s, L/P=0.625 m2 day bar/cm3
PE: L=50 um, P=180000, S=0.045 cm3/(cm3 bar)
  D=46.3 um2/s, L/P=0.0002778 m2 day bar/cm3
outer activities: 0.21 and 0
total R = 0.63451 m2 day bar/cm3
polymer share of R = 1.50 %
exact J = 0.33096
exact J = 1.709e-10 mol/(m2 s)
activity at PET/oxide = 0.20694
activity at oxide/PE = 9.193e-05
Uniform mesh, n cells in oxide: J harmonic, J arithmetic, ratio
  n=1, 1241 cells: 0.33096, 21.95125, 66.3250
  n=2, 2482 cells: 0.33096, 0.65210, 1.9703
  n=5, 6205 cells: 0.33096, 0.41215, 1.2453
  n=10, 12410 cells: 0.33096, 0.36712, 1.1093
One cell per layer: J and J/J_exact by face mean
  harmonic: 0.33096, 1.0000
  weighted: 21.99560, 66.4590
  unweighted: 14.68430, 44.3682
  interpolated: 0.16874, 0.5098
Two-cell model, h=(1, 0.02), P=(10, 1), dimensionless:
  exact J=8.3333, unweighted mean J=6.5476
Misaligned uniform mesh: J/J_exact, centre P / cell-resistance P
  500 cells, h=0.12410 um, oxide cells=0: 66.5270 / 1.000000
  1000 cells, h=0.06205 um, oxide cells=1: 0.8082 / 1.000000
Concentration taken continuous: J = 2.3997
  same, activity 0.21 on both sides: J = 1.0499
Oxide permeance = 1.600 cm3/(m2 day bar)
Pinholes, radius 0.5 um, filled with PE, 100 per mm2:
  added permeance = 0.258 cm3/(m2 day bar), 16.1 % of oxide
  density to carry all oxide flux = 620 per mm2
  their mean spacing = 40.1 um
Warming 296 to 306 K, E=0.30 eV: J times 1.469
Start-up time lag = 6.85 min
Test laminate L=(1,0.5,2), P=(3,0.2,1), S=(0.5,2,1), dimensionless:
  lag=2.48467, scheme errors=4.66e-03, 1.17e-03
```
